# Spontaneous strain and orientation states of orthorhombic hafnia: a program that tests the result

```python
# Result under test: the 24 proper cubic rotations turn Pca2_1 hafnia into
# 12 orientation states with only 6 distinct spontaneous strain tensors;
# each tensor is shared by two states of opposite polarization.
# Symbols: edges = (a, b, c) of the orthorhombic cell, polar axis along c;
# a0 = cubic reference edge; strain e = F - 1, F = deformation gradient;
# R = active rotation; P = polarization direction.
# Lengths are in nm; material parameters are rough typical values.
import itertools
import numpy as np

edges = np.array([0.524, 0.501, 0.505])
a0 = 0.509
identity = np.eye(3, dtype=int)


def close_group(generators):
    found = {tuple(identity.ravel()): identity}
    queue = [identity]
    while queue:
        current = queue.pop()
        for generator in generators:
            product = generator @ current
            label = tuple(product.ravel())
            if label not in found:
                found[label] = product
                queue.append(product)
    return list(found.values())


def strain_from_lattice(R, cell_edges, reference):
    deformed = R @ np.diag(cell_edges)
    undeformed = R * reference
    return deformed @ np.linalg.inv(undeformed) - np.eye(3)


def label_of(array):
    return tuple((np.round(np.asarray(array, float), 9) + 0.0).ravel())


def rotate_tensor(R, tensor):
    for axis in range(tensor.ndim):
        tensor = np.moveaxis(np.tensordot(R, tensor, axes=(1, axis)), 0, axis)
    return tensor


# Cubic rotations by closure from a fourfold and a threefold rotation
fourfold = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
threefold = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
rotations = close_group([fourfold, threefold])
full_group = rotations + [-R for R in rotations]
assert len(rotations) == 24
assert all(round(np.linalg.det(R)) == 1 for R in rotations)

# Strain from rotated lattice vectors against permutation of principal strains
principal = edges / a0 - 1
strain_multiplicity = {}
for R in rotations:
    assert np.all(np.abs(R).sum(axis=0) == 1)
    assert np.all(np.abs(R).sum(axis=1) == 1)
    e = strain_from_lattice(R, edges, a0)
    source_axis = np.argmax(np.abs(R), axis=1)
    assert np.allclose(e, np.diag(principal[source_axis]), atol=1e-12)
    key = label_of(e)
    strain_multiplicity[key] = strain_multiplicity.get(key, 0) + 1
assert len(strain_multiplicity) == 6
assert set(strain_multiplicity.values()) == {4}

# Atomic pattern: ideal fluorite sites in quarters of the cell edge,
# illustrative displacements in thousandths of the cell edge
space_group = [((1, 1, 1), (0, 0, 0)), ((-1, -1, 1), (0, 0, 2)),
               ((1, -1, 1), (2, 0, 0)), ((-1, 1, 1), (2, 0, 2))]
asymmetric_unit = [("Hf", (0, 1, 0), (30, 15, 0)),
                   ("O", (1, 0, 1), (-100, 70, -90)),
                   ("O", (1, 2, 1), (20, 35, 5))]
metal_origin = np.array([0, 1, 0])
pattern = {}
for species, site, shift in asymmetric_unit:
    for signs, translation in space_group:
        image = np.array(signs) * site + translation - metal_origin
        moved = np.array(signs) * shift
        pattern[(species, tuple(map(int, image % 4)))] = tuple(map(int, moved))
fcc_shifts = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
fluorite = {("Hf", t) for t in fcc_shifts}
fluorite |= {("O", s) for s in itertools.product((1, 3), repeat=3)}
assert set(pattern) == fluorite


def transform(R, translation):
    result = {}
    for (species, site), shift in pattern.items():
        new_site = (R @ np.array(site) + translation) % 4
        new_shift = R @ np.array(shift)
        result[(species, tuple(map(int, new_site)))] = tuple(map(int, new_shift))
    assert set(result) == fluorite
    return frozenset(result.items())


def dipole_direction(structure):
    # neutral cell with isotropic effective charges in the ratio 2 : -1
    charge = {"Hf": 2, "O": -1}
    total = sum(charge[s[0]] * np.array(u) for s, u in structure)
    return total / np.linalg.norm(total)


def orientation_states(operations):
    states, structures = {}, set()
    for R in operations:
        translates = frozenset(transform(R, t) for t in fcc_shifts)
        structures |= translates
        dipoles = {label_of(dipole_direction(s)) for s in translates}
        assert len(dipoles) == 1
        entry = (dipoles.pop(), label_of(strain_from_lattice(R, edges, a0)))
        states.setdefault(translates, set()).add(entry)
    return states, structures


states, structures = orientation_states(rotations)
states_full, structures_full = orientation_states(full_group)
assert len(states) == 12 and len(structures) == 48
assert set(states) == set(states_full) and structures == structures_full
assert all(len(v) == 1 for v in states_full.values())
assert states == states_full
sharing = {}
for entries in states.values():
    P, e_key = next(iter(entries))
    sharing.setdefault(e_key, []).append(np.array(P))
assert len(sharing) == 6
for partners in sharing.values():
    assert len(partners) == 2
    assert np.allclose(partners[0], -partners[1])

# Stabilizers, found by direct search
e_first = strain_from_lattice(identity, edges, a0)
start_class = frozenset(transform(identity, t) for t in fcc_shifts)


def stabilizer_sizes(operations):
    keep_strain = sum(np.allclose(R @ e_first @ R.T, e_first) for R in operations)
    keep_state = sum(frozenset(transform(R, t) for t in fcc_shifts) == start_class
                     for R in operations)
    return keep_strain, keep_state


proper_sizes = stabilizer_sizes(rotations)
full_sizes = stabilizer_sizes(full_group)
assert proper_sizes == (4, 2) and full_sizes == (8, 4)

# Mean strain, symmetry-breaking part, and choice of reference edge
six = [np.array(k).reshape(3, 3) for k in sharing]
mean_strain = sum(six) / 6
assert np.allclose(mean_strain, np.trace(e_first) / 3 * np.eye(3), atol=1e-8)
breaking = principal - mean_strain[0, 0]
for reference in (0.500, 0.507, 0.515):
    keys = {label_of(strain_from_lattice(R, edges, reference)) for R in rotations}
    assert len(keys) == 6


# Coincident edges: number of strains and of distinct (P, strain) pairs
def count_labels(cell_edges):
    strains, pairs = set(), set()
    for R in rotations:
        key = label_of(strain_from_lattice(R, np.array(cell_edges), a0))
        strains.add(key)
        pairs.add((label_of(R @ np.array([0, 0, 1])), key))
    return len(strains), len(pairs)


a, b, c = edges
cases = {"a, b, c different": count_labels((a, b, c)),
         "b = c": count_labels((a, b, b)),
         "a = c": count_labels((a, b, a)),
         "a = b": count_labels((a, a, c)),
         "a = b = c": count_labels((a, a, a))}
assert list(cases.values()) == [(6, 12), (3, 12), (3, 12), (3, 6), (1, 6)]

# Partner states: odd-rank response reverses, even-rank response is unchanged
rng = np.random.default_rng(4)
mm2 = [np.diag(signs) for signs, _ in space_group]
piezo = sum(rotate_tensor(g, rng.normal(size=(3,) * 3)) * 0 for g in mm2)
raw3, raw4 = rng.normal(size=(3,) * 3), rng.normal(size=(3,) * 4)
piezo = sum(rotate_tensor(g, raw3) for g in mm2) / 4
compliance = sum(rotate_tensor(g, raw4) for g in mm2) / 4
twofold_a = np.diag([1, -1, -1])
assert np.linalg.norm(piezo) > 0.1 and np.linalg.norm(compliance) > 0.1
for R in rotations:
    partner = R @ twofold_a
    assert np.allclose(rotate_tensor(partner, piezo), -rotate_tensor(R, piezo))
    assert np.allclose(rotate_tensor(partner, compliance),
                       rotate_tensor(R, compliance))

# Rough sizes of effects left out of the zero-field, stress-free count
thickness = 10.0                       # nm
d33, field_MV_cm = 5e-12, 2.0          # m/V (magnitude), MV/cm
field = np.array([0, 0, field_MV_cm * 1e8])
d_model = np.zeros((3, 3, 3))
d_model[2, 2, 2] = d33
response = np.einsum("kij,k->ij", d_model, field)
partner_response = np.einsum("kij,k->ij", rotate_tensor(twofold_a, d_model), field)
field_split = abs((response - partner_response)[2, 2])
assert np.isclose(field_split, 2 * d33 * field[2])
stress, young, poisson, state_part = 1.0, 200.0, 0.3, 0.2  # GPa, GPa, 1, 1
stress_strain = (1 - poisson) * stress / young
stress_difference = state_part * stress_strain
expansion_difference, T_low, T_high = 5e-6, 25.0, 85.0     # 1/K, C, C
thermal_difference = expansion_difference * (T_high - T_low)
finite_keys = set()
finite_correction = 0.0
for R in rotations:
    e = strain_from_lattice(R, edges, a0)
    F = e + np.eye(3)
    finite = (F.T @ F - np.eye(3)) / 2
    finite_keys.add(label_of(finite))
    finite_correction = max(finite_correction, np.abs(finite - e).max())
assert len(finite_keys) == 6
gap = min(abs(x - y) for x, y in itertools.combinations(principal, 2))
assert stress_difference + thermal_difference < gap
assert field_split < gap

print(f"edges a, b, c = {a:.3f}, {b:.3f}, {c:.3f} nm (rough)")
print(f"cubic reference edge a0 = {a0:.3f} nm (rough)")
print("principal strains e_a, e_b, e_c = "
      + ", ".join(f"{100*x:.3f}" for x in principal) + " %")
print(f"proper cubic rotations = {len(rotations)}; full group = {len(full_group)}")
print(f"proper stabilizers: strain {proper_sizes[0]}, state {proper_sizes[1]}")
print(f"full stabilizers: strain {full_sizes[0]}, state {full_sizes[1]}")
print(f"structures counting translations = {len(structures)}")
print(f"orientation states = {len(states)}; strain tensors = {len(sharing)}")
print("strain tensors (e_xx, e_yy, e_zz) in % and shared polar axis:")
for key, partners in sorted(sharing.items(),
                            key=lambda item: (np.argmax(np.abs(item[1][0])), item[0])):
    diagonal = np.diag(np.array(key).reshape(3, 3)) * 100
    axis_name = "xyz"[int(np.argmax(np.abs(partners[0])))]
    print("  (" + ", ".join(f"{x:7.3f}" for x in diagonal)
          + f")  P along +{axis_name} and -{axis_name}")
print(f"mean strain, each diagonal entry = {100*mean_strain[0, 0]:.3f} %")
print("symmetry-breaking strains along a, b, c = "
      + ", ".join(f"{100*x:.3f}" for x in breaking) + " %")
print("coincident edges: strain tensors, distinct (P, strain) pairs")
for name, (n_strain, n_pair) in cases.items():
    print(f"  {name}: {n_strain}, {n_pair}")
print(f"grain thickness with c normal = {thickness:.1f} nm")
print(f"free thickness change, normal c to a = {thickness*(a/c-1):.3f} nm")
print(f"free thickness change, normal c to b = {thickness*(b/c-1):.3f} nm")
print(f"smallest principal-strain gap = {100*gap:.3f} %")
print(f"smallest edge difference = {gap*a0:.3f} nm")
print(f"assumed d33 magnitude = {d33*1e12:.1f} pm/V; field = {field_MV_cm:.1f} MV/cm")
print(f"field splitting of partner strains = {100*field_split:.3f} %")
print(f"assumed biaxial stress = {stress:.1f} GPa; Young modulus = {young:.0f} GPa")
print(f"assumed Poisson ratio = {poisson:.1f}; state-dependent part = {state_part:.1f}")
print(f"in-plane strain from stress = {100*stress_strain:.3f} %")
print(f"state-dependent stress strain = {100*stress_difference:.3f} %")
print(f"assumed expansion difference = {expansion_difference*1e6:.1f} ppm/K")
print(f"temperature range = {T_low:.0f} to {T_high:.0f} C")
print(f"thermal change of strain difference = {100*thermal_difference:.3f} %")
print(f"largest finite-strain correction = {100*finite_correction:.3f} %")
print("all tests passed")
```

Printed output:

```
edges a, b, c = 0.524, 0.501, 0.505 nm (rough)
cubic reference edge a0 = 0.509 nm (rough)
principal strains e_a, e_b, e_c = 2.947, -1.572, -0.786 %
proper cubic rotations = 24; full group = 48
proper stabilizers: strain 4, state 2
full stabilizers: strain 8, state 4
structures counting translations = 48
orientation states = 12; strain tensors = 6
strain tensors (e_xx, e_yy, e_zz) in % and shared polar axis:
  ( -0.786,  -1.572,   2.947)  P along +x and -x
  ( -0.786,   2.947,  -1.572)  P along +x and -x
  ( -1.572,  -0.786,   2.947)  P along +y and -y
  (  2.947,  -0.786,  -1.572)  P along +y and -y
  ( -1.572,   2.947,  -0.786)  P along +z and -z
  (  2.947,  -1.572,  -0.786)  P along +z and -z
mean strain, each diagonal entry = 0.196 %
symmetry-breaking strains along a, b, c = 2.750, -1.768, -0.982 %
coincident edges: strain tensors, distinct (P, strain) pairs
  a, b, c different: 6, 12
  b = c: 3, 12
  a = c: 3, 12
  a = b: 3, 6
  a = b = c: 1, 6
grain thickness with c normal = 10.0 nm
free thickness change, normal c to a = 0.376 nm
free thickness change, normal c to b = -0.079 nm
smallest principal-strain gap = 0.786 %
smallest edge difference = 0.004 nm
assumed d33 magnitude = 5.0 pm/V; field = 2.0 MV/cm
field splitting of partner strains = 0.200 %
assumed biaxial stress = 1.0 GPa; Young modulus = 200 GPa
assumed Poisson ratio = 0.3; state-dependent part = 0.2
in-plane strain from stress = 0.350 %
state-dependent stress strain = 0.070 %
assumed expansion difference = 5.0 ppm/K
temperature range = 25 to 85 C
thermal change of strain difference = 0.030 %
largest finite-strain correction = 0.043 %
all tests passed
```
